Uptake ratio of two precursors dosed together on identical sites

**The result**

Two precursors, 1 and 2, are dosed together onto an initially empty surface of identical sites. Each adsorbed molecule occupies one site and stays there. If the partial pressures p1 and p2 are constant, the adsorbed amounts obey

θ1/θ2 = k1p1/(k2p2)

at every nonzero coverage, up to and including saturation. Here θi is the number of adsorbed molecules of species i per site, and ki is its rate coefficient per free site and per unit pressure. At zero coverage the ratio is 0/0 and has a value only as a limit.

Three further assumptions are in force. The ki do not depend on coverage, the two precursors do not react with each other, and neither displaces the other from a site. Sections 5 to 9 examine what happens when some of the conditions are changed.

**1. One precursor alone**

First we need the rate at which molecules reach the surface. In an ideal gas at temperature T the number density is p/(kBT), with kB the Boltzmann constant. The velocity component v toward the surface has the Maxwell distribution

f(v) = √(m/(2πkBT)) exp(−mv²/(2kBT)),

where m is the molecular mass. Molecules with v > 0 arrive at a rate per area equal to density times v, so the flux is

J = (p/kBT) ∫₀^∞ v f(v) dv.

Since ∫₀^∞ v exp(−mv²/(2kBT)) dv = kBT/m, this becomes

J = (p/kBT) √(m/(2πkBT)) (kBT/m) = p/√(2πmkBT).

Let N be the number of sites per area and s the probability that a molecule striking a free site reacts there. A molecule that strikes an occupied site returns to the gas. The rate of reactive strikes on one free site is then

r = sJ/N = kp, with k = s/(N√(2πmkBT)).

Only the free fraction 1 − θ can take up molecules, so

dθ/dt = r(1 − θ).

With θ(0) = 0 the solution is θ = 1 − exp(−rt).

*Limits.* For rt ≪ 1, θ ≈ rt: nearly every site is free and uptake is proportional to dose. For rt ≫ 1, θ → 1: uptake stops by itself, and a longer dose adds nothing. This self-limitation raises the question for two precursors: when the sites run out, does the competition for the last ones alter the composition?

**2. Two precursors together**

Write r1 = k1p1, r2 = k2p2 and R = r1 + r2. The free fraction is now v = 1 − θ1 − θ2; from here on v has this meaning and is no longer a velocity. Both species need a free site, so

dθ1/dt = r1v
dθ2/dt = r2v.

Multiply the first equation by r2, the second by r1, and subtract:

d(r2θ1 − r1θ2)/dt = r2r1v − r1r2v = 0.

The bracket is constant. It is zero at the start because the surface is empty, and so it stays zero:

r2θ1 = r1θ2.

For t > 0 and r2 > 0 we have θ2 > 0, and division by r2θ2 gives θ1/θ2 = r1/r2, the stated result. The free fraction has dropped out. Crowding slows both species by the same factor, so it changes how fast the layer forms but not what it is made of.

The individual coverages follow from the sum of the two equations. Since dv/dt = −dθ1/dt − dθ2/dt,

dv/dt = −Rv, so v = exp(−Rt).

Integrating dθi/dt = ri exp(−Rt) from zero gives

θi = (ri/R)(1 − exp(−Rt)).

At saturation the fractions of the two species are x1 = r1/R and x2 = r2/R.

*Limits.* For r2 → 0, θ1 returns to the single-precursor result. For Rt ≪ 1, θi ≈ rit, which is uptake without competition, and its ratio is already r1/r2. For Rt ≫ 1 the coverages are x1 and x2, with the same ratio.

**3. The same result seen from one site**

The rate equations describe averages. A single site gives a second derivation. Reactive strikes of the two species arrive as independent random streams with rates r1 and r2, and the first strike takes the site. The probability that this first strike falls between t and t + dt and belongs to species 1 is

r1 dt × exp(−r1t) exp(−r2t),

because neither species may have struck before. For species 2 the prefactor is r2 dt. Given that the site was taken at time t, the probability that species 1 took it is therefore

r1/(r1 + r2) = x1,

whatever t is. Sites filled early and sites filled late have the same expected composition.

This view also gives the scatter. In a saturated patch of n independent sites, each site counts as 1 with probability x1 and as 0 otherwise. The variance per site is x1(1 − x1) = x1x2, and the average over n sites has standard deviation

σ = √(x1x2/n).

The ratio law is thus a statement about expected amounts. A small patch deviates from it by chance.

*Limit.* As n → ∞, σ → 0 and the law holds for the amounts themselves.

**4. Numbers for a mixed-oxide dose**

The parameters are round model values in the regime of thermal mixed-oxide deposition on a hydroxylated oxide. They do not describe a particular pair of precursors. The temperature is 500 K and N = 4 sites/nm². Species 1 has mass 100 u, s1 = 0.001 and p1 = 10 mTorr. Species 2 has mass 250 u, s2 = 0.002 and p2 = 2 mTorr. The pulse lasts 1 s.

The fluxes are 15,710 and 1,987 molecules per nm² and second. Hence

r1 = 0.001 × 15,710/4 = 3.93 s⁻¹
r2 = 0.002 × 1,987/4 = 0.994 s⁻¹
R = 4.92 s⁻¹.

The uptake ratio is 3.927/0.9936 = 3.95. It can also be read from its factors, since N and T cancel at a common temperature:

r1/r2 = (s1/s2)(p1/p2)√(m2/m1) = 0.5 × 5 × 1.581 = 3.95.

Species 2 reacts twice as readily per strike, but it is present at a fifth of the pressure and its heavier molecules arrive more slowly at a given pressure.

After the pulse the coverage is 1 − exp(−4.92) = 0.993, made up of θ1 = 0.792 and θ2 = 0.200. The saturated fractions are x1 = 0.798 and x2 = 0.202. Numerical integration of the rate equations gives the ratio 3.953 at 1 ms, when θ1 is 0.004, and again at 5 s, when the surface is full.

A simulation of two separate random strike streams on 200,000 sites gave ratios of 3.96, 4.02 and 4.01 at coverages of 0.10, 0.50 and 1.00. The last value corresponds to x1 = 0.8003, against 0.7981 expected. The chance scatter for this many sites is √(0.798 × 0.202/200,000) = 0.0009, so the deviation is about 2.4 standard deviations. That is on the large side for one run, but within the 4.5 standard deviations allowed in the test. The three values come from the same run and share sites, so they are not independent evidence of a drift.

A square of 10 nm by 10 nm holds 400 sites, for which σ = √(0.798 × 0.202/400) = 0.020. The 500 such patches of the simulation scattered by 0.021. On this scale the fraction of species 1 is therefore 0.80 with a standard deviation of 0.02.

The law can be turned round to choose pressures. For equal amounts of both species one needs k1p1 = k2p2. With k1 = 392.7 and k2 = 496.8 per Torr and second,

p1/p2 = 496.8/392.7 ≈ 1.265.

This holds under the conditions of the derivation, with temperature and reaction probabilities held fixed.

**5. What may vary without changing the ratio**

The derivation used one property of v: it was the same factor in both equations. Suppose instead that

dθi/dt = ri g(t) f,

where g is a common modulation of both pressures and f is any availability factor shared by the two species. It may depend on both coverages and on other adsorbates. Integration from an empty surface gives

θi = ri ∫₀^t g f dt′.

The integral is the same for both species and cancels in the ratio. Constant pressures are therefore sufficient but not necessary; a constant pressure ratio is enough. By-products that block sites for both precursors alike do no harm either.

A numerical case combines the two. Both pressures are multiplied by 1 + 0.8 sin(7t), with t in seconds, and a by-product fills free sites at the steady rate 0.5R per free site. After 5 s the precursors occupy 0.733 of the sites instead of nearly all, yet their ratio is still 3.953.

*Limit.* For g = 1 and f = v, section 2 is recovered.

If the surface is not empty at the start, the same integration gives the increments: (θ1 − θ1(0))/(θ2 − θ2(0)) = r1/r2. The totals then generally have another ratio, as the next case shows.

**6. One precursor arrives late**

Let species 2 start a time τ after species 1, with both then flowing until saturation. During the delay species 1 adsorbs alone and leaves the free fraction e = exp(−r1τ). These remaining sites are shared in the proportions x1 and x2. The final amounts are

θ1 = (1 − e) + ex1
θ2 = ex2.

Because x1 = 1 − x2, the first line equals 1 − ex2, and

θ1/θ2 = (1 − ex2)/(ex2) = 1/(ex2) − 1.

*Limit.* For τ → 0 this is 1/x2 − 1 = x1/x2, as it should be. For small τ, put e ≈ 1 − r1τ, so that 1/e ≈ 1 + r1τ. The ratio grows by r1τ/x2. Relative to x1/x2 this is r1τ/x1 = Rτ.

When dosing continues to saturation, a delay matters if it is not small compared with the filling time 1/R, here 0.20 s. If both flows stop at a time t well before saturation, θ1 ≈ r1t and θ2 ≈ r2(t − τ), so the delay must be compared with t instead. The following numbers are for saturation. For τ = 20 ms the first-order estimate is an increase of 4.92 × 0.020 = 10%. The full formula gives a ratio of 4.36 instead of 3.95, also 10% higher.

**7. One precursor needs two sites**

Now let species 2 require two neighbouring free sites. Let n1 and n2 be the adsorbed molecules per site, so that v = 1 − n1 − 2n2. Assume that each strike of species 2 tests one given pair of neighbouring sites and succeeds only if both are free. In a mean-field description, in which free sites are placed at random, a given pair is free with probability v². Keeping the same initial rates,

dn1/dt = r1v
dn2/dt = r2v².

The availability factors now differ. At any moment the ratio of the two rates is r1/(r2v), which rises as the surface fills: pairs become scarce before single sites do. To find the saturated amounts, use

dv/dt = −r1v − 2r2v².

Dividing dn1/dt by dv/dt removes time and one factor v:

dn1/dv = −r1/(r1 + 2r2v).

As v falls from 1 to 0, species 1 accumulates

n1 = ∫₀¹ r1 dv/(r1 + 2r2v) = (r1/(2r2)) ln(1 + 2r2/r1).

All sites are then used, so n2 = (1 − n1)/2.

*Limit.* For r2 ≪ r1, ln(1 + y) ≈ y with y = 2r2/r1 gives n1 → 1, as for species 1 alone.

In the example y = 2/3.953 = 0.506, so n1 = ln(1.506)/0.506 = 0.809 and n2 = 0.095. The saturated ratio is 8.48, more than twice the single-site value, although the first molecules still adsorb in the ratio 3.95. This size depends on the assumed rule. If a molecule striking a free site may take any free one of its z neighbours, the factor v² becomes v[1 − (1 − v)^z], and the same integration gives a saturated ratio of only 5.13 for z = 4 and 4.74 for z = 6.

**8. Molecules that leave again**

Let adsorbed molecules desorb with rates d1 and d2:

dθi/dt = riv − diθi.

After a long time uptake and loss balance, θi = riv/di, and therefore

θ1/θ2 = r1d2/(r2d1).

The long-time composition depends on how firmly each species is held as well as on how fast it arrives. With test rates d1 = 0.5 s⁻¹ and d2 = 2 s⁻¹, the ratio rises by the factor d2/d1 = 4, from 3.95 to 15.8.

*Limit.* If d1 = d2 = d, the combination B = r2θ1 − r1θ2 obeys dB/dt = −dB. Starting from zero it remains zero, and the original ratio survives at all times. It is unequal desorption that breaks the law.

Whether this matters depends on the binding energy E and on the attempt rate ν. Take the desorption rate as ν exp(−E/kBT), with a round attempt rate ν = 10¹³ s⁻¹. For E = 1.8 eV at 500 K it is 7 × 10⁻⁶ s⁻¹, negligible in a 1 s pulse. The rate reaches about 0.01 s⁻¹, or 1% per pulse, near E = 1.5 eV. If species 1 alone desorbs at that rate, the ratio at the end of the pulse is 0.8% lower. These energies hold only for the assumed ν. A large molecule that gains freedom to move and rotate on leaving can have an attempt rate orders of magnitude higher. Each factor of 10 in ν raises the binding energy needed for the same desorption rate by kBT ln 10, or 0.10 eV at 500 K.

**9. A deep hole**

The law refers to the pressures at the surface in question. Inside a narrow hole these differ from the pressures at its mouth. Consider a round hole of width w = 50 nm and depth L = 1000 nm. For a rough molecular diameter of 0.7 nm the mean free path is about 2 mm, far more than the width of the hole, so molecules collide with the walls rather than with each other.

With mean molecular speed u, the wall flux is one quarter of density times u. The wall area per volume is 4/w. The loss rate per gas molecule is therefore (su/4)(4/w)v = suv/w. For a long tube the standard Knudsen diffusivity is D = wu/3. Let q be the local pressure divided by its mouth value and ζ the depth divided by L. Diffusion balances loss when

d²q/dζ² = h²vq, with h² = L²(su/w)/(wu/3) = 3s(L/w)².

The speed cancels. For bare walls, v = 1. With q = 1 at the mouth and no flow through the closed, inert bottom, the solution is

q = cosh(h(1 − ζ))/cosh h,

so the bottom value is 1/cosh h.

Here L/w = 20, giving h² = 1.2 for species 1 and 2.4 for species 2. The initial bottom pressures are 0.6015 and 0.4065 of the mouth values. The more reactive species is depleted more, and the first uptake at the bottom has the ratio 3.953 × 0.6015/0.4065 = 5.85. As the walls fill, v → 0, the loss term vanishes and both pressures recover. Later uptake thus approaches the ratio 3.95. Followed numerically to saturation, the accumulated ratio at the bottom is 4.88, which is 23% above the value at the mouth. The steady balance is justified because the gas adjusts in about 0.3 µs, far faster than the surface fills. Setting q = 1 at the mouth neglects the resistance of the entrance, so the model somewhat underestimates the depletion. With the entrance included, the saturated ratio at the bottom is about 4.92 to 4.95 and that on the wall at the mouth about 4.0. The shift relative to 3.95 grows to about 25%, while the contrast between bottom and mouth stays near 23 to 24%.

*Limit.* If s1 = s2, both species obey the same equation for q at every time. Their local pressure ratio then equals that at the mouth, and the law holds at all depths in this model.

**10. Beside a real process**

Pressures of millitorr and above, temperatures of a few hundred degrees Celsius and a few reactive sites per nm² are roughly typical of thermal oxide deposition. Reaction probabilities vary widely between precursors. One unrealistic feature of the example is full occupation of 4 sites/nm². That leaves 0.25 nm² per molecule, while a disc of diameter 0.7 nm covers 0.38 nm². Precursors that keep bulky ligands would run out of room first. If this blocks both species alike, section 5 applies and the ratio is unchanged. If one species needs more free room to adsorb than the other, the availability factors differ and the law fails. The two-site case, which moves the ratio from 3.95 to 8.48, is one example; the shift for other molecules depends on their sizes and on how they block one another. With the fixed-pair rule of section 7 the two-site shift is far larger than those from the hole (23%) and the valve delay (10%); if the molecule may take any free neighbour, it is only 20 to 30%, comparable with the hole. Desorption at the test rates of section 8 would shift the long-time ratio even more, but molecules that are bound firmly enough for their attempt rate leave far more slowly. Finally, the uptake ratio equals the metal ratio of the layer added by this dose if each adsorbed molecule carries one metal atom and none is lost before or during the following oxidation step.

Table of computed values

```
temperature: 500 K
site density: 4.0 1/nm^2
species 1: mass 100 u, reaction probability 0.0010, pressure 10.0 mTorr
  flux: 15709.5 1/(nm^2 s)
  k: 392.7 1/(Torr s)
  r = k p: 3.9274 1/s
species 2: mass 250 u, reaction probability 0.0020, pressure 2.0 mTorr
  flux: 1987.1 1/(nm^2 s)
  k: 496.8 1/(Torr s)
  r = k p: 0.9936 1/s
total rate R: 4.9209 1/s
uptake ratio k1p1/(k2p2): 3.9528
saturated fractions 1, 2: 0.7981, 0.2019
time (s), theta1, theta2, ratio from rate equations:
  0.001  0.00392  0.00099  3.9528
  0.020  0.07481  0.01892  3.9528
  0.100  0.31018  0.07847  3.9528
  0.300  0.61574  0.15577  3.9528
  1.000  0.79228  0.20043  3.9528
  5.000  0.79810  0.20190  3.9528
coverage after 1.0 s pulse: 0.9927
random strikes on 200000 sites: coverage, ratio
  0.1007  3.960
  0.5009  4.022
  1.0000  4.007
sites in 10 nm x 10 nm patch: 400
scatter of fraction 1, formula: 0.0201
scatter of fraction 1, simulated: 0.0214
with modulation and blocker: ratio 3.9528, total uptake 0.7327 per site
species 2 late by 20 ms: final ratio 4.358
species 2 on two sites: n1 0.8092, n2 0.0954 per site
  saturated ratio: 8.483
desorption test rates: 0.5, 2.0 1/s
  long-time ratio: 15.811
attempt rate: 1e+13 1/s, binding: 1.8 eV
  desorption rate: 7.19e-06 1/s
binding for 1% desorption per pulse: 1.488 eV
  ratio drop if only species 1 does so: 0.80 %
hole: width 50 nm, depth 1000 nm
  h^2 for species 1, 2: 1.200, 2.400
  initial bottom/mouth pressure 1, 2: 0.602, 0.407
  saturated ratio at bottom: 4.88
  gas relaxation time: 291.6 ns
mean free path (diameter 0.7 nm): 2.0 mm
```
